\section*{First-Shell Dirac Velocity of Twisted Bilayer Graphene with Equal Tunnelling Amplitudes}

\section{What dimensions and symmetry fix}

Near a Dirac point of twisted bilayer graphene the continuum model contains one speed, one momentum and two energies: the single-layer Dirac speed $v$, the separation $k_\theta$ of the two layers' Dirac points, and the tunnelling amplitudes $w_0$ (between like sublattices) and $w_1$ (between unlike sublattices). The ratio of the renormalised speed $v_*$ to $v$ can therefore depend only on
\begin{equation}
\alpha_0=\frac{w_0}{\hbar v k_\theta},\qquad \alpha_1=\frac{w_1}{\hbar v k_\theta}.
\end{equation}

The first-shell model keeps the Dirac spinor $\psi_0$ of layer 1 at momentum $\mathbf k$ and three spinors $\psi_j$ of layer 2 at $\mathbf k+\mathbf q_j$, eight bands in all:
\begin{align}
E\psi_0&=\hbar v\,\boldsymbol\sigma\cdot\mathbf k\,\psi_0+\sum_{j=1}^3T_j\psi_j, \label{centre}\\
E\psi_j&=T_j\psi_0+\hbar v\,\boldsymbol\sigma\cdot(\mathbf k+\mathbf q_j)\psi_j, \label{outer}\\
T_j&=w_0+w_1\boldsymbol\sigma\cdot\mathbf n_j. \label{T}
\end{align}
The unit vectors $\mathbf n_j$ point at $0^\circ,120^\circ,240^\circ$. The transfers $\mathbf q_j=k_\theta\hat{\mathbf q}_j$ point at $-90^\circ,30^\circ,150^\circ$, so $\mathbf n_j\perp\hat{\mathbf q}_j$. The matrices $T_j$ are Hermitian for real amplitudes.

Suppose the two middle bands of the eight meet at $\mathbf k=0$ and their states are labelled by $\psi_0$. The third operation below reverses all energies, so it maps this middle pair onto itself. Three symmetries restrict their $2\times2$ Hamiltonian $H_*(\mathbf k)$.
\begin{itemize}
\item A rotation by $120^\circ$, with $j\to j+1$, rotates $\boldsymbol\sigma$ and $\mathbf k$ together. To first order it allows $1$, $\sigma_z$, $\boldsymbol\sigma\cdot\mathbf k$ and $\sigma_xk_y-\sigma_yk_x$.
\item Complex conjugation followed by $\sigma_x$ on every spinor leaves the model unchanged at fixed $\mathbf k$. It preserves $\sigma_x$ and $\sigma_y$ but reverses $\sigma_z$, which is thereby excluded.
\item Apply $\sigma_x$ to every spinor, exchange $j=2$ and $3$, and reverse the sign of layer 2. This turns $H(k_x,k_y)$ into $-H(-k_x,k_y)$. It excludes the constant and $\sigma_xk_y-\sigma_yk_x$, and permits $\boldsymbol\sigma\cdot\mathbf k$.
\end{itemize}
Hence
\begin{equation}
H_*(\mathbf k)=\hbar v_*\,\boldsymbol\sigma\cdot\mathbf k+O(k^2),\qquad \frac{v_*}{v}=F(\alpha_0,\alpha_1).
\end{equation}
Reversing the sign of layer 2 also gives $F(-\alpha_0,-\alpha_1)=F(\alpha_0,\alpha_1)$. Conjugation by $\sigma_z$ reverses the kinetic terms and $w_1$; an overall minus sign then restores both and reverses $w_0$. The term $\boldsymbol\sigma\cdot\mathbf k$ survives the two operations unchanged, so $F$ is even in $\alpha_0$ and $\alpha_1$ separately. What remains is to find $F$:
\begin{equation}
\boxed{\frac{v_*}{v}=\frac{1-3\alpha_1^2}{1+3\alpha_0^2+3\alpha_1^2}}
\quad\xrightarrow{\;w_0=w_1\;}\quad \frac{1-3\alpha^2}{1+6\alpha^2}. \label{result}
\end{equation}
The chiral model has $w_0=0$. Lifting that restriction gives the first expression; the second also requires equal amplitudes, as for rigid layers.

\section{Where the Hamiltonian comes from}

\subsection{Single-layer cone}

Put the corner $\mathbf K=(K,0)$, $K=4\pi/(3a)$, on the $x$ axis, with $a$ the lattice constant. The bonds from sublattice A to B are $(0,a/\sqrt3)$ and $(\pm a/2,-a/(2\sqrt3))$. With hopping $-t$ and Bloch phases taken at the atomic positions, the A--B element is $-t\sum_{\boldsymbol\delta}e^{i(\mathbf K+\mathbf k)\cdot\boldsymbol\delta}$. At $\mathbf k=0$ the three phases are $1,e^{2\pi i/3},e^{-2\pi i/3}$, whose sum is zero. The linear term of the sum is
\begin{align}
i\sum_{\boldsymbol\delta}e^{i\mathbf K\cdot\boldsymbol\delta}\,\mathbf k\cdot\boldsymbol\delta
&=i\left[\frac a2k_x\left(2i\sin\frac{2\pi}3\right)+\frac{a}{\sqrt3}k_y\left(1-\cos\frac{2\pi}3\right)\right]\nonumber\\
&=-\frac{\sqrt3a}{2}(k_x-ik_y).
\end{align}
Multiplication by $-t$ gives $\hbar v(k_x-ik_y)$ with $\hbar v=\sqrt3at/2$, which is the A--B element of $\hbar v\,\boldsymbol\sigma\cdot\mathbf k$. This fixes the sublattice phase, which must be the same in the tunnelling matrices.

\subsection{Momentum transfers and tunnelling}

Rotate layer 1 by $-\theta/2$ and layer 2 by $+\theta/2$. Let $\mathbf K_j=K\mathbf n_j$ be the three equivalent corners before rotation. The difference between the layers is
\begin{equation}
\mathbf q_j=(R_{-\theta/2}-R_{\theta/2})\mathbf K_j=-2\sin\frac\theta2\,\hat{\mathbf z}\times\mathbf K_j,
\qquad k_\theta=2K\sin\frac\theta2 .
\end{equation}
Thus $\hat{\mathbf q}_j$ is $\mathbf n_j$ turned by $-90^\circ$.

Let the interlayer hopping depend on the in-plane separation $\mathbf r$ alone, $t_\perp(\mathbf r)=\int d^2q\,(2\pi)^{-2}t_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. Its element between Bloch states of momenta $\mathbf p$ and $\mathbf p'$ contains a lattice sum for each layer. These sums force $\mathbf q=\mathbf p+\mathbf G=\mathbf p'+\mathbf G'$, where $\mathbf G,\mathbf G'$ are reciprocal vectors of the two layers, and leave
\begin{equation}
\langle\mathbf p,a|H|\mathbf p',b\rangle=\sum_{\mathbf G,\mathbf G'}\frac{t_{\mathbf p+\mathbf G}}{\Omega}\,
e^{i\mathbf G\cdot\boldsymbol\tau_a-i\mathbf G'\cdot\boldsymbol\tau'_b}\,\delta_{\mathbf p+\mathbf G,\mathbf p'+\mathbf G'} .
\end{equation}
Here $\Omega$ is the cell area and $\boldsymbol\tau$ the sublattice position. Assume that $t_{\mathbf q}$ falls fast enough to keep only the three smallest momenta, $|\mathbf p+\mathbf G|\simeq K$, and replace it there by $t_K$. Measured from the two Dirac points, the momenta are then $\mathbf k$ and $\mathbf k+\mathbf q_j$.

Take $\boldsymbol\tau_A=0$ and $\boldsymbol\tau_B=(0,a/\sqrt3)$. Before rotation $\mathbf G_j=\mathbf K_j-\mathbf K$, and scalar products within a layer are unaffected by its rotation. For $\mathbf n_j$ at angle $\varphi_j$,
\begin{equation}
\mathbf G_j\cdot\boldsymbol\tau_B=\frac{4\pi}{3\sqrt3}\sin\varphi_j=0,\ \frac{2\pi}3,\ -\frac{2\pi}3,
\end{equation}
which equals $\varphi_j$ modulo $2\pi$. The A--B phase is $e^{-i\varphi_j}$, the B--A phase $e^{i\varphi_j}$, and both diagonal phases are 1. This is Eq.~\eqref{T} with $w_0=w_1=t_K/\Omega$. Relaxation enlarges the AB-stacked regions at the expense of the AA-stacked ones and makes the effective $w_0$ smaller than $w_1$; the amplitudes are therefore kept separate below.

Two further approximations define the model. Each layer's spinor axes are really turned by $\mp\theta/2$, which is neglected, and momenta beyond the first shell are dropped.

\section{Zero modes and velocity}

\subsection{The doublet at the Dirac point}

Set $\mathbf k=0$, $E=0$ and write $Q_j=\boldsymbol\sigma\cdot\hat{\mathbf q}_j$, $N_j=\boldsymbol\sigma\cdot\mathbf n_j$. Since $Q_j^2=1$, the inverse of $\hbar vk_\theta Q_j$ is $Q_j/(\hbar vk_\theta)$. Equation~\eqref{outer} gives
\begin{equation}
\psi_j=-\frac{Q_jT_j}{\hbar vk_\theta}\psi_0. \label{psij}
\end{equation}
Equation~\eqref{centre} then requires $\sum_jT_jQ_jT_j\psi_0=0$. Perpendicular Pauli components anticommute, $N_jQ_j=-Q_jN_j$, and $N_j^2=1$, so
\begin{align}
T_jQ_jT_j&=w_0^2Q_j+w_0w_1(N_jQ_j+Q_jN_j)+w_1^2N_jQ_jN_j\nonumber\\
&=(w_0^2-w_1^2)Q_j. \label{TQT}
\end{align}
The sum vanishes because $\sum_j\hat{\mathbf q}_j=0$. For $w_0=w_1$ each leg vanishes by itself. Every $\psi_0$ is allowed and fixes all $\psi_j$, so the zero-energy space has dimension two for any amplitudes.

\subsection{Norm}

From Eq.~\eqref{psij} and $Q_j^2=1$,
\begin{align}
\langle\Psi|\Psi\rangle&=\psi_0^\dagger\left[1+\frac{\sum_jT_j^2}{(\hbar vk_\theta)^2}\right]\psi_0,\\
\sum_jT_j^2&=\sum_j\left(w_0^2+w_1^2+2w_0w_1N_j\right)=3(w_0^2+w_1^2),
\end{align}
where $\sum_j\mathbf n_j=0$ removes the cross term. Therefore
\begin{equation}
\langle\Psi|\Psi\rangle=(1+3\alpha_0^2+3\alpha_1^2)\,\psi_0^\dagger\psi_0. \label{norm}
\end{equation}
The denominator of $v_*/v$ is this norm. Its inverse is the weight of the Dirac state in layer 1.

\subsection{Velocity numerator}

The Hamiltonian is linear in $\mathbf k$: its $\mathbf k$-dependent part is $\hbar v\,\boldsymbol\sigma\cdot\mathbf k$ on each of the four spinors. Degenerate first-order perturbation theory needs this operator within the doublet. The two minus signs from Eq.~\eqref{psij} cancel, giving
\begin{equation}
\hbar v\,\psi_0^\dagger\left[\boldsymbol\sigma\cdot\mathbf k+\frac{1}{(\hbar vk_\theta)^2}\sum_jT_jQ_j(\boldsymbol\sigma\cdot\mathbf k)Q_jT_j\right]\psi_0. \label{num}
\end{equation}
Since $\mathbf n_j$ and $\hat{\mathbf q}_j$ form an orthonormal pair, $\boldsymbol\sigma\cdot\mathbf k=(\mathbf k\cdot\hat{\mathbf q}_j)Q_j+(\mathbf k\cdot\mathbf n_j)N_j$. Conjugation by $Q_j$ keeps the first part and reverses the second:
\begin{equation}
Q_j(\boldsymbol\sigma\cdot\mathbf k)Q_j=(\mathbf k\cdot\hat{\mathbf q}_j)Q_j-(\mathbf k\cdot\mathbf n_j)N_j.
\end{equation}
Now place $T_j$ on both sides. The first part follows from Eq.~\eqref{TQT}. For the second, $N_j$ commutes with $T_j$, so
\begin{equation}
T_jN_jT_j=N_jT_j^2=(w_0^2+w_1^2)N_j+2w_0w_1.
\end{equation}
For three directions $120^\circ$ apart, the squares of the cosines and of the sines each add to $3/2$, and the products of sine and cosine add to zero. Hence
\begin{equation}
\sum_j(\mathbf k\cdot\hat{\mathbf q}_j)Q_j=\sum_j(\mathbf k\cdot\mathbf n_j)N_j=\tfrac32\,\boldsymbol\sigma\cdot\mathbf k,
\qquad \sum_j\mathbf k\cdot\mathbf n_j=0 .
\end{equation}
The sum in Eq.~\eqref{num} becomes
\begin{equation}
\tfrac32\left[(w_0^2-w_1^2)-(w_0^2+w_1^2)\right]\boldsymbol\sigma\cdot\mathbf k=-3w_1^2\,\boldsymbol\sigma\cdot\mathbf k .
\end{equation}
The amplitude $w_0$ cancels, and the numerator is $\hbar v(1-3\alpha_1^2)\boldsymbol\sigma\cdot\mathbf k$. Division by the norm~\eqref{norm}, which is proportional to the identity, gives Eq.~\eqref{result}.

No expansion in tunnelling was made: within the eight bands the result holds for every $\alpha_0,\alpha_1$ as $k\to0$. At finite $k$ it needs $\hbar vk$ small compared with the distance to the other six levels and, near a zero of $v_*$, $k$ small enough for the linear term to dominate the higher powers of $k$. The cone centred on layer 2 has $\mathbf q_j\to-\mathbf q_j$; since $Q_j$ enters the norm and the numerator in pairs, its velocity is the same.

\section{Limits and numerical checks}

For weak tunnelling,
\begin{equation}
\frac{v_*}{v}=1-3\alpha_0^2-6\alpha_1^2+O(\alpha^4),
\end{equation}
or $1-9\alpha^2+54\alpha^4+\cdots$ for equal amplitudes. The coefficient 9 also belongs to the continuum model with all shells, because two tunnelling events starting from the centre reach the first shell and return. At $\alpha=0.02$, $(1-v_*/v)/\alpha^2$ is 8.978 for eight bands and 8.988 for the larger basis. The quartic coefficient is specific to the truncation.

In the chiral case $v_*/v=(1-3\alpha_1^2)/(1+3\alpha_1^2)$. In the opposite case, $w_1=0$, the result $1/(1+3\alpha_0^2)$ is positive at every finite coupling: within the first shell, like-sublattice tunnelling alone dilutes the layer-1 weight but cannot reverse the velocity. The reversal comes from the outer spinors, whose total contribution to the numerator has the opposite sign when $w_1\ne0$.

The first-shell zero is $\alpha_1=1/\sqrt3$, whatever $w_0$. Beyond it $v_*$ is negative: the energies are still $\pm\hbar|v_*|k$, but the upper band has $\psi_0$ antiparallel to $\mathbf k$ in pseudospin. At the zero the linear term is absent and higher powers of $k$ govern the bands.

An implementation that takes half the splitting of the two middle bands, divided by $\hbar k$, obtains $|v_*|$. The sign requires the velocity matrix in the basis labelled by $\psi_0$. Equation~\eqref{result} was tested against such splittings at $k=10^{-6}k_\theta$, in four directions, for $(\alpha_0,\alpha_1)=(0.3,0.3)$, $(0.5,0.5)$, $(0.8,0.8)$, $(0,0.4)$, $(0.35,0.5)$ and $(0.7,0.2)$. The largest difference was $5.3\times10^{-7}v$.

\section{Graphene layers at two degrees}

Take $a=0.246$ nm, $v=1.0\times10^6$ m/s and $w_0=w_1=0.110$ eV, rough typical values for graphene, with $\theta=2.00^\circ$. Then $\hbar v=0.6582$ eV\,nm, $K=17.028$ nm$^{-1}$, and
\begin{align}
k_\theta&=2(17.0276)\sin1^\circ=0.5943\ \mathrm{nm}^{-1},\\
\alpha&=\frac{0.110}{0.6582\times0.5943}=\frac{0.110}{0.3912}=0.2812,\\
\frac{v_*}{v}&=\frac{1-3(0.2812)^2}{1+6(0.2812)^2}=\frac{0.7628}{1.4744}=0.517 .
\end{align}
The speed is $5.17\times10^5$ m/s, or $\hbar v_*=0.341$ eV\,nm. The moir\'e period is 7.05 nm. In the first-shell model layer 1 holds 68\% of the Dirac state. The norm alone would reduce the velocity to 0.68 of $v$; the opposing contribution of layer 2 brings it to 0.52.

\subsection{Cost of stopping at one shell}

The full continuum model below has the same $T_j$ and unrotated spinors, but momenta up to $7.1k_\theta$. With $v$ and $w_0=w_1$ held fixed:
\begin{center}
\begin{tabular}{cccc}
$\theta$ & $\alpha$ & $v_*/v$, first shell & $v_*/v$, full\\
$1.2^\circ$ & 0.469 & 0.147 & 0.079\\
$1.5^\circ$ & 0.375 & 0.314 & 0.228\\
$2.0^\circ$ & 0.281 & 0.517 & 0.460\\
$3.0^\circ$ & 0.187 & 0.739 & 0.719\\
$5.0^\circ$ & 0.113 & 0.894 & 0.891
\end{tabular}
\end{center}
At $2^\circ$ the higher shells lower the first-shell value by 11\%. At $1.2^\circ$ the first-shell value is nearly twice the full one, so the formula should not be used there for quantitative velocities.

The velocity zero moves from $\alpha=0.577$ ($0.974^\circ$) to $0.605$ ($0.929^\circ$). Cutoffs of 5.1, 7.1 and $9.1k_\theta$ give 0.604697, 0.605101 and 0.605101, so strong coupling needs a larger basis than the first of these for four-digit work. With $w_0=0$ the full-model zero is at $\alpha_1=0.586$. Its independence of $w_0$ is thus a property of the first-shell truncation.

\subsection{Other neglected effects}

\paragraph{Relaxation.} With $w_1$ fixed and $w_0=0.8w_1$, a rough value for relaxed layers, the ratio is 0.549 in the first shell and 0.512 in the full model. The latter is 11\% above the rigid full value. Its closeness to the rigid first-shell value, 0.517, is a cancellation of two errors at these parameters.

\paragraph{Kinetic terms.} Restoring the spinor rotation changes the full-model velocity by 0.016\%. The single-layer band departs from linearity by up to 2.2\% at $k_\theta$. At 300 K the thermal energy is 0.0259 eV, reached on the full-model cone near $0.14k_\theta$, where the energy differs from the linear law by up to about 6\% depending on direction.

\paragraph{Strain.} A relative strain of 0.1\% between the layers shifts a corner by up to about $0.001K$, or 2.9\% of $k_\theta$. Isotropic strain gives this value at every corner; for uniaxial strain the shift of one corner depends on the direction of the strain and can be much smaller, but the three corners are $120^\circ$ apart and the largest of their shifts is never below about $0.87$ of this value. This sizes the geometric change alone; the strain-induced gauge field and the resulting velocity change were not computed.

\paragraph{Coulomb exchange.} For undoped layers the filled lower cone has projector $\frac12(1-\boldsymbol\sigma\cdot\hat{\mathbf q})$. Its exchange energy, minus the interaction times this projector, adds a positive term along $\boldsymbol\sigma\cdot\mathbf k$. With relative permittivity $\epsilon_r$, coupling $g=e^2/(4\pi\epsilon_0\epsilon_r\hbar v_*)$ and interaction $2\pi g\hbar v_*/|\mathbf k-\mathbf q|$,
\begin{equation}
\frac{\delta v_*}{v_*}=\frac{g}{4\pi k}\int_{q<k_\theta}d^2q\,\frac{\cos\phi}{|\mathbf k-\mathbf q|},
\end{equation}
where $\phi$ is the angle between $\mathbf q$ and $\mathbf k$, and $\delta v_*$ is the energy shift divided by $\hbar k$. For $\epsilon_r=5$, $g=0.846$. At $k=k_BT/(\hbar v_*)$ for 300 K the integral gives $0.735g$, a rise of 62\% without screening. The slope of the band at the same $k$ rises by about $g/4$ less, or 41\%, because $\delta v_*/v_*$ grows as $(g/4)\ln(k_\theta/k)$ towards small $k$. Temperature serves here only to choose $k$; occupation and, below, screening are taken at zero temperature.

Screening by the cones follows from their static polarization. With $k'=|\mathbf k+\mathbf q|$ and $\Delta$ the angle between $\mathbf k$ and $\mathbf k+\mathbf q$, one cone has
\begin{equation}
\Pi=\frac1{\hbar v_*}\int\frac{d^2k}{(2\pi)^2}\frac{1-\cos\Delta}{k+k'} .
\end{equation}
Elliptic coordinates, $k+k'=q\cosh\mu$ and $k-k'=q\cos\nu$, have $d^2k=kk'\,d\mu\,d\nu$, and the cosine rule gives $1-\cos\Delta=q^2\sin^2\nu/(2kk')$. Hence
\begin{equation}
\Pi=\frac{q}{8\pi^2\hbar v_*}\int_0^{2\pi}\!\sin^2\nu\,d\nu\int_0^\infty\!\frac{d\mu}{\cosh\mu}=\frac{q}{16\hbar v_*}.
\end{equation}
Two spins, two valleys and two moir\'e corners make eight cones. The interaction is divided by $1+8\pi g/8=3.66$, and the rise falls to 17\%, or 11\% for the slope. This is an order-of-magnitude estimate: it treats the cones as ideal up to $k_\theta$ and omits the layer structure of the states. It is also a zero-temperature estimate. At temperature $T$ the thermal carriers give each cone the long-wavelength polarization $\ln2\,k_BT/(\pi\hbar^2v_*^2)$, so the screening factor becomes $1+16\ln2\,g\,k_BT/(\hbar v_*q)$ at small $q$, about 10 at $q=k_BT/(\hbar v_*)$. With thermal screening and occupation at 300 K the rise is only about 4\%.

\subsection{Use for real devices}

The inputs lie in the usual range for graphene bilayers, and $2^\circ$ is well above the flat-band angle, which in devices is roughly $1.1^\circ$. The full model with these inputs puts its velocity zero at $0.93^\circ$. Since $\sin(\theta/2)$ at the zero is proportional to $w_1/v$ for a fixed ratio $w_0/w_1$, that angle is no more certain than the two inputs. Real layers break the assumptions of rigidity and of non-interacting electrons: at $2^\circ$ the estimates above move the velocity up by 11\% from relaxation and by roughly 11--17\% from exchange at low temperature (about 4\% at 300 K), while the higher shells move it down by 11\%. The momentum dependence of tunnelling was not sized. The first-shell value of about $5\times10^5$ m/s is therefore a design estimate with an uncertainty of some tens of per cent, for undoped layers near $2^\circ$ and momenta well below $k_\theta$. The numerical output lists most of these values to more digits.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant (input): 0.246 nm
single-layer Dirac speed (input): 1.00e+06 m/s
tunnelling w0 = w1 (input): 0.110 eV
twist angle (input): 2.00 deg
hbar v: 0.6582 eV nm
corner momentum K: 17.028 1/nm
Dirac-point separation k_theta: 0.5943 1/nm
moire period: 7.048 nm
energy scale hbar v k_theta: 0.3912 eV
alpha: 0.2812 (dimensionless)
numerator 1-3 alpha^2: 0.7628 (dimensionless)
norm 1+6 alpha^2: 1.4744 (dimensionless)
layer-1 weight of Dirac states: 0.6783 (fraction)
first-shell v*/v: 0.5174 (ratio)
first-shell v*: 5.174e+05 m/s
first-shell hbar v*: 0.3405 eV nm
largest 8-band slope error in tests: 5.3e-07 (units of v)
(1-v*/v)/alpha^2 at alpha=0.02: shell 8.978, full 8.988
first-shell zero of v*: alpha = 0.5774, angle 0.974 deg
full-model zero, w0=w1: alpha = 0.6051, angle 0.929 deg
same zero at cutoffs 5.1, 7.1, 9.1 k_theta: 0.604697, 0.605101, 0.605101
full-model zero, w0=0: alpha = 0.5857 (dimensionless)
at 1.2 deg: alpha 0.4686, v*/v shell 0.1472, full 0.0788
at 1.5 deg: alpha 0.3749, v*/v shell 0.3138, full 0.2281
at 2.0 deg: alpha 0.2812, v*/v shell 0.5174, full 0.4597
at 3.0 deg: alpha 0.1875, v*/v shell 0.7388, full 0.7195
at 5.0 deg: alpha 0.1125, v*/v shell 0.8941, full 0.8908
full-model v*/v at example: 0.4597 (ratio)
higher-shell change of v*: -11.15 %
relaxation w0/w1 (input): 0.80 (ratio)
relaxed v*/v: shell 0.5492, full 0.5123 (ratio)
relaxation change of full v*: 11.44 %
spinor-rotation change of full v*: 0.016 %
temperature (input): 300 K; thermal energy 0.0259 eV
thermal momentum / k_theta: 0.1438 (ratio)
largest energy deviation from linear cone there: 5.42 %
single-layer band deviation from linear at k_theta: 2.20 %
heterostrain (input): 0.10 %
geometric strain shift / k_theta: 2.86 %
relative permittivity (input): 5.0 (dimensionless)
Coulomb coupling of moire cone: 0.846 (dimensionless)
exchange gain per unit coupling: 0.735 (dimensionless)
static screening factor, 8 cones: 3.657 (dimensionless)
exchange rise of v*, unscreened: 62.2 %
exchange rise of v*, screened: 17.0 %
\end{verbatim}
